\section*{Valley Orbital Moment and Circular Dichroism of a Gapped Dirac Cone}

\section{A decision about pumped valleys}

A calculation of carriers created by circularly polarized light in a two-valley semiconductor must choose its optical matrix elements. One choice takes their band-edge values and puts every carrier into one valley. The other keeps their dependence on photon energy and gives the second valley a share. For the valley shares, whether the second choice is needed depends on how fast the valley selectivity decays above the gap.

For a gapped Dirac cone the answer depends on one number, $x=E_{\rm gap}/\omega$, where $\omega$ is the transition energy. With $\tau=\pm1$ labelling the valley, the normalized difference between the absorption of the two helicities is
\begin{equation}
\eta_\tau=\frac{2\tau x}{1+x^2}. \label{eta}
\end{equation}
It is complete at the edge, $x=1$, and decreases with $\omega$, but it is not proportional to $E_{\rm gap}/\omega$. The same calculation gives an orbital magnetic moment of opposite sign in the two valleys.

\section{Model and conventions}

Hartree atomic units are used and the electron has charge $-1$. The momentum $\mathbf q=q(\cos\phi,\sin\phi)$ is measured from the valley point. In the basis of two orbitals $A$ and $B$,
\begin{equation}
H_\tau=v(\tau q_x\sigma_x+q_y\sigma_y)+\Delta\sigma_z,\qquad \Delta=\tfrac12E_{\rm gap}>0 .
\end{equation}
Writing $H_\tau=\mathbf h\cdot\boldsymbol\sigma$ gives $H_\tau^2=|\mathbf h|^2$, so the bands lie at $\pm\varepsilon$ with $\varepsilon=\sqrt{\Delta^2+v^2q^2}$. A vertical transition costs $\omega=2\varepsilon$, hence $x=\Delta/\varepsilon$. The conduction and valence states are $|c\rangle$ and $|b\rangle$. The valence band is full, and electron--hole attraction is left out.

Light at normal incidence has the vector potential $\mathbf A=A_0(\cos\omega t,\,s\sin\omega t)$. For $s=+1$ it rotates counterclockwise seen from $+z$. With $\mathbf E=-\partial_t\mathbf A$ and charge $-1$, it enters through $\mathbf q\to\mathbf q+\mathbf A$. Since $H_\tau$ is linear in $\mathbf q$, the coupling is $\mathbf A\cdot\hat{\mathbf v}$ with $\hat v_i=\partial H_\tau/\partial q_i$. Absorption comes from the part varying as $e^{-i\omega t}$. The cosine contributes $\tfrac12$ and the sine $\tfrac i2$ to it, so the amplitude is $\tfrac12A_0P_s$, where
\begin{equation}
P_s=X_x+isX_y,\qquad X_i=\langle c|\hat v_i|b\rangle .
\end{equation}
Squaring gives
\begin{equation}
|P_s|^2=|X_x|^2+|X_y|^2+2s\,{\rm Im}(X_xX_y^*), \label{square}
\end{equation}
because $2\,{\rm Re}[X_x(isX_y)^*]=2\,{\rm Re}(-isX_xX_y^*)=2s\,{\rm Im}(X_xX_y^*)$.

\subsection{The orbital moment and its link to light}

The moment of a wave packet in a band state $|u\rangle$ of energy $E$ is $m=-\tfrac12\langle r_x\hat v_y-r_y\hat v_x\rangle$, with $\mathbf r$ measured from the packet centre; its energy in a field $B$ along $z$ is $-mB$. This position acts on $|u\rangle$ as $i\partial_{q}$ followed by projection out of $|u\rangle$. Differentiating $(H-E)|u\rangle=0$ gives
\begin{equation}
(\hat v_y-\partial_yE)|u\rangle=-(H-E)|\partial_yu\rangle. \label{diff}
\end{equation}
The projection removes the $\partial_yE$ term, so $\langle r_x\hat v_y\rangle=(-i)(-1)\langle\partial_xu|(H-E)|\partial_yu\rangle$. Subtracting the term with $x$ and $y$ exchanged, which is the complex conjugate inside the bracket, gives $i\cdot2i\,{\rm Im}\langle\partial_xu|(H-E)|\partial_yu\rangle$. Therefore
\begin{equation}
m={\rm Im}\langle\partial_xu|(H-E)|\partial_yu\rangle. \label{mdef}
\end{equation}

For $|u\rangle=|c\rangle$, $H-E$ annihilates $|c\rangle$ and equals $-2\varepsilon$ on $|b\rangle$. Projecting Eq.~\eqref{diff} on $\langle b|$ gives $\langle b|\partial_yc\rangle=X_y^*/(2\varepsilon)$, and likewise $\langle\partial_xc|b\rangle=X_x/(2\varepsilon)$. Thus
\begin{equation}
m_c=-\frac{{\rm Im}(X_xX_y^*)}{2\varepsilon}
=-\frac{|P_+|^2-|P_-|^2}{4\omega}, \label{link}
\end{equation}
where Eq.~\eqref{square} supplied $|P_+|^2-|P_-|^2=4\,{\rm Im}(X_xX_y^*)$ and $2\varepsilon=\omega$. For the valence state the energy factor is $+2\varepsilon$ and the product of overlaps is $X_x^*X_y/(2\varepsilon)^2$. Both signs reverse, so $m_b=m_c\equiv m_\tau$.

\section{First derivation: explicit states}

Let $\cos\theta=\Delta/\varepsilon=x$ and $\sin\theta=vq/\varepsilon$. Since $\tau\cos\phi+i\sin\phi=\tau e^{i\tau\phi}$, the lower off-diagonal element of $H_\tau$ is $\tau vq\,e^{i\tau\phi}$. The eigenstates are
\begin{equation}
|c\rangle=\begin{pmatrix}\cos\frac\theta2\\ \tau e^{i\tau\phi}\sin\frac\theta2\end{pmatrix},\qquad
|b\rangle=\begin{pmatrix}-\tau e^{-i\tau\phi}\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.
\end{equation}
For instance, the upper row of $H_\tau|c\rangle$ is $\varepsilon(\cos\theta\cos\frac\theta2+\sin\theta\sin\frac\theta2)=\varepsilon\cos\frac\theta2$, as it must be.

Define $\sigma_+=|A\rangle\langle B|$ and $\sigma_-=|B\rangle\langle A|$. Then $\sigma_x=\sigma_++\sigma_-$ and $i\sigma_y=\sigma_+-\sigma_-$, so
\begin{equation}
\hat v_x+is\hat v_y=v(\tau\sigma_x+is\sigma_y)
=v[(\tau+s)\sigma_++(\tau-s)\sigma_-].
\end{equation}
The helicity $s=\tau$ leaves $2\tau v\sigma_+$, and $s=-\tau$ leaves $2\tau v\sigma_-$. The two elements needed are
\begin{align}
\langle c|\sigma_+|b\rangle&=\cos^2\tfrac\theta2=\tfrac12(1+x),\\
\langle c|\sigma_-|b\rangle&=(\tau e^{-i\tau\phi}\sin\tfrac\theta2)(-\tau e^{-i\tau\phi}\sin\tfrac\theta2)
=-\tfrac12(1-x)e^{-2i\tau\phi}.
\end{align}
Hence
\begin{equation}
P_{\tau}=\tau v(1+x),\qquad P_{-\tau}=-\tau v(1-x)e^{-2i\tau\phi}, \label{amps}
\end{equation}
and, for either helicity,
\begin{equation}
|P_s|^2=v^2(1+s\tau x)^2. \label{strength}
\end{equation}

At $q=0$ the conduction state is $A$ and the valence state is $B$. The operator $\sigma_-$ cannot take $B$ to $A$, so one helicity is forbidden. Away from $q=0$ each band state contains both orbitals, which opens the forbidden channel with an amplitude of order $q^2$.

Inserting Eq.~\eqref{strength} in Eq.~\eqref{link}, where the difference of strengths is $4\tau v^2x$, gives
\begin{equation}
m_\tau=-\frac{\tau v^2x}{\omega}=-\frac{\tau v^2E_{\rm gap}}{\omega^2}
=-\frac{\tau v^2\Delta}{2\varepsilon^2}. \label{moment}
\end{equation}

\section{Second derivation: band curvature and moment}

The strengths also follow without eigenvectors. Equation~\eqref{square} contains a sum and a difference. The band energy fixes the first, and the orbital moment fixes the second.

\subsection{The sum}

Shift $q_i$ by a small $\delta$. The Hamiltonian changes by $\delta\hat v_i$ with no term in $\delta^2$. Second-order perturbation theory therefore raises the conduction energy by $\delta^2|X_i|^2/(2\varepsilon)$, which must equal $\tfrac12\delta^2\partial_i^2\varepsilon$. So $|X_i|^2=\varepsilon\,\partial_i^2\varepsilon$. From $\partial_i\varepsilon=v^2q_i/\varepsilon$,
\begin{equation}
\partial_i^2\varepsilon=\frac{v^2}{\varepsilon}-\frac{v^4q_i^2}{\varepsilon^3}.
\end{equation}
Adding the two directions and using $v^2q^2/\varepsilon^2=1-x^2$,
\begin{equation}
|X_x|^2+|X_y|^2=2v^2-v^2(1-x^2)=v^2(1+x^2). \label{sum}
\end{equation}

\subsection{The difference}

Let $\mathbf n=\mathbf h/\varepsilon$ and let $\Pi=\tfrac12(1+\mathbf n\cdot\boldsymbol\sigma)$ project on $|c\rangle$. Normalization gives $\langle c|\partial_xc\rangle=-\langle\partial_xc|c\rangle$, hence $\Pi\,\partial_x\Pi=|c\rangle\langle\partial_xc|(1-\Pi)$. Together with the adjoint relation for $y$,
\begin{equation}
\langle\partial_xc|(1-\Pi)|\partial_yc\rangle={\rm Tr}[\Pi\,\partial_x\Pi\,\partial_y\Pi].
\end{equation}
The trace contains three factors $\tfrac12$, and the trace of a product of three Pauli matrices is $2i$ times the triple product of their vectors. Its imaginary part is therefore $\tfrac14\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)$. Multiplying by the energy factor $-2\varepsilon$ in Eq.~\eqref{mdef},
\begin{equation}
m_\tau=-\frac{\varepsilon}{2}\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n).
\end{equation}
Derivatives of the factor $1/\varepsilon$ in $\mathbf n$ give vectors parallel to $\mathbf h$, which drop out of the triple product. What remains is $\mathbf h\cdot(\partial_x\mathbf h\times\partial_y\mathbf h)/\varepsilon^3$. Here $\partial_x\mathbf h=(\tau v,0,0)$ and $\partial_y\mathbf h=(0,v,0)$, whose cross product is $(0,0,\tau v^2)$. The triple product is $\tau v^2\Delta/\varepsilon^3$, and
\begin{equation}
m_\tau=-\frac{\tau v^2\Delta}{2\varepsilon^2},
\end{equation}
in agreement with Eq.~\eqref{moment}. Reading Eq.~\eqref{link} backwards, ${\rm Im}(X_xX_y^*)=-2\varepsilon m_\tau=\tau v^2x$. With Eqs.~\eqref{square} and \eqref{sum},
\begin{equation}
|P_s|^2=v^2(1+x^2)+2s\tau v^2x=v^2(1+s\tau x)^2 .
\end{equation}

\section{What each derivation assumes}

Both derivations use the two-band cone, but they depend on it differently. The first evaluates one pair of states. If further bands were present, $P_s$ would still be defined by that pair, with altered states. The second infers the pair from properties of a whole band. With further bands, the curvature and the moment would contain transitions to all of them, and neither would determine a single strength.

The curvature relation of the second derivation, $|X_i|^2=\varepsilon\,\partial_i^2\varepsilon$, also needs a Hamiltonian linear in $\mathbf q$. A quadratic term adds $\langle c|\partial_i^2H|c\rangle$ to the curvature. A term $\varepsilon_0(\mathbf q)$ multiplying the unit matrix shows the difference well. It connects no bands, so the first derivation is untouched. In the second, $\varepsilon$ must then be read as half the difference of the band energies, from which $\varepsilon_0$ cancels.

The first derivation also displays the factor $e^{-2i\tau\phi}$ in the phase of the weak amplitude relative to the strong one, which matters when the two helicities interfere. The second contains this relative phase too, in curvatures that the sum did not need: applying the same perturbation argument to a shift in an arbitrary direction gives ${\rm Re}(X_xX_y^*)=\varepsilon\,\partial_x\partial_y\varepsilon$, and hence $P_-P_+^*=\varepsilon(\partial_x^2\varepsilon-\partial_y^2\varepsilon-2i\,\partial_x\partial_y\varepsilon)$. Equation~\eqref{link}, which both derivations use, shows that in this model a nonzero moment and unequal absorption of the two helicities imply each other.

\section{Dichroism and its limits}

From Eq.~\eqref{strength},
\begin{equation}
\eta_\tau=\frac{|P_+|^2-|P_-|^2}{|P_+|^2+|P_-|^2}=\frac{4\tau x}{2+2x^2},
\end{equation}
which is Eq.~\eqref{eta}. The strengths do not depend on $\phi$, so all states on the ring $2\varepsilon=\omega$ share this value, and it is also the dichroism of the valley's absorption at $\omega$. The strengths depend on $s$ and $\tau$ through their product. Summed over both valleys the dichroism therefore vanishes, while light of one helicity fills the valleys unequally. The share created in the disfavoured valley, before any scattering, is
\begin{equation}
\frac{(1-x)^2}{(1+x)^2+(1-x)^2}=\frac{1-|\eta|}{2}. \label{wrong}
\end{equation}

Near the edge put $\omega=(1+u)E_{\rm gap}$, so $1-x=u/(1+u)$ and
\begin{equation}
1-|\eta|=\frac{(1-x)^2}{1+x^2}=\frac{u^2}{(1+u)^2+1}\simeq\frac{u^2}{2}.
\end{equation}
The loss starts quadratically because the weak amplitude is itself of first order in $u$. Far above the gap $x\ll1$ and $|\eta|\simeq2E_{\rm gap}/\omega$; the inverse-frequency law belongs to this limit and has a factor of two. The moment falls faster, as $1/\omega^2$.

The absolute absorption needs the joint density of states per valley and spin. With $q\,dq=\varepsilon\,d\varepsilon/v^2$ and a factor $\tfrac12$ from $\delta(2\varepsilon-\omega)$,
\begin{equation}
g(\omega)=\int\frac{q\,dq}{2\pi}\,\delta(2\varepsilon-\omega)=\frac{1}{2\pi}\,\frac{\omega/2}{2v^2}=\frac{\omega}{8\pi v^2},\qquad \omega>E_{\rm gap}.
\end{equation}
The golden rule gives an absorbed power per area $\omega\cdot2\pi\cdot\tfrac14A_0^2|P_s|^2g=\tfrac1{16}A_0^2\omega^2(1+s\tau x)^2$. The circular wave has constant field strength $\omega A_0$ and carries the intensity $\omega^2A_0^2/(4\pi\alpha)$, where $\alpha$ is the fine-structure constant. In a weakly absorbing free-standing sheet, the fraction absorbed by one valley and one spin is
\begin{equation}
a_s=\frac{\pi\alpha}{4}(1+s\tau x)^2 . \label{abs}
\end{equation}
The speed $v$ has cancelled: a steeper cone has stronger transitions but fewer of them.

\section{The moment in a magnetic field}

At the edge $\varepsilon=\Delta$, and the band mass is $m^*=\Delta/v^2$ from the curvature above. The moment becomes
\begin{equation}
m_\tau=-\frac{\tau v^2}{E_{\rm gap}}=-\frac{\tau}{2m^*},
\end{equation}
a Bohr magneton (one half in these units) enlarged by $1/m^*$. Landau levels provide a check of sign and size. With $\boldsymbol\pi=\mathbf p+\mathbf A$ one has $[\pi_x,\pi_y]=-iB$, and squaring the Hamiltonian gives
\begin{equation}
H_\tau^2=\Delta^2+v^2(\pi^2+i\tau[\pi_x,\pi_y]\sigma_z)
=\Delta^2+v^2(\pi^2+\tau B\sigma_z).
\end{equation}
The eigenvalues of $\pi^2$ are $(2N+1)B$ with $N\ge0$. The value $H_\tau^2=\Delta^2$ then occurs on orbital $B$ for $\tau=+1$ and on orbital $A$ for $\tau=-1$. $H_\tau$ commutes with its square and cannot leave this one-orbital space, so it acts there as $\Delta\sigma_z$. The unpaired level lies at $-\Delta$ for $\tau=+1$ and at $+\Delta$ for $\tau=-1$. The lowest conduction levels are
\begin{equation}
E_{+}=\sqrt{\Delta^2+2Bv^2},\qquad E_{-}=\Delta .
\end{equation}
For small $B$ they differ by $Bv^2/\Delta$. In the moment picture the zero-point energy $B/(2m^*)$ is common to both valleys, and the difference is $-(m_+-m_-)B=Bv^2/\Delta$, the same value.

\section{Numbers for a model cone}

Take $E_{\rm gap}=0.06$ hartree (1.633 eV) and $v=0.25$ a.u., round values attached to no material. Then $m^*=0.03/0.0625=0.48$, and the edge moment is $\mp0.0625/0.06=\mp1.042$ a.u., or $\mp2.083$ Bohr magnetons, for $\tau=\pm1$.

At $\omega=1.5E_{\rm gap}$, $x=2/3$. The strengths in valley $\tau=+1$ are $(5/3)^2v^2=2.778v^2$ and $(1/3)^2v^2=0.111v^2$, so $\eta=2.667/2.889=0.923$. Proportionality to $E_{\rm gap}/\omega$ would have given 0.667. By Eq.~\eqref{wrong} the disfavoured valley receives $0.111/2.889=3.8\%$ of the carriers. At $\omega=1.1E_{\rm gap}$ the share is 0.2\%, and at $2E_{\rm gap}$, where $\eta=0.8$, it is 10\%. For the ideal cone, without lattice corrections, spin-split bands or excitons, putting every carrier into one valley misplaces less than one percent of them at $1.1E_{\rm gap}$, but 3.8\% at $1.5E_{\rm gap}$ and 10\% at $2E_{\rm gap}$. This concerns the valley shares only: at $1.1E_{\rm gap}$ the band-edge strength $4v^2$ already exceeds the actual strength $3.645v^2$ by about 10\% of the latter, so the number of carriers created is overestimated by about that much.

The absorbed fractions at $1.5E_{\rm gap}$, from a sum over momenta, are 1.592\% for $s=+1$ and 0.064\% for $s=-1$ in valley $\tau=+1$, per spin, as Eq.~\eqref{abs} gives. The helicity rule was also tested by propagating a valence electron in a weak resonant field. Keeping the resonant term, the excited population is $\sin^2(\tfrac12A_0|P_s|t)$. The run gave $6.93\times10^{-3}$ for $s=\tau$ and $2.78\times10^{-4}$ for $s=-\tau$, a ratio of 24.9 against $(5/3)^2/(1/3)^2=25$ in the weak-field limit.

Each conduction Landau level of $\tau=+1$ coincides with a level of $\tau=-1$; the valleys differ in the unpaired level at the edge. At 10 T the lowest conduction levels of the two valleys differ by 2.408 meV and the moments give 2.412 meV. The difference, 0.15\% of the moment value, is the next term of the square root, whose size relative to the leading term $Bv^2/\Delta$ is $Bv^2/(2\Delta^2)$. Spin splitting is not included.

\section{Where the cone stops being a cone}

A honeycomb lattice with nearest-neighbour hopping $t$, bond length $a$ and orbital energies $\pm\Delta$ shows how far the dichroism law survives. Its upper off-diagonal element is $-t\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$. At the valley point $\tau=+1$ the three phases are $1,w,w^*$ with $w=e^{2\pi i/3}$. The bond vectors, written as complex numbers, are $a d_j$ with $d_j=i,\,iw^*,\,iw$. With $Q=q_x+iq_y$, $\mathbf q\cdot\boldsymbol\delta_j=\tfrac a2(Qd_j^*+Q^*d_j)$. The phases sum to zero. In first order only the $Q^*$ terms add up, to $3i$; in second order only the $Q^2$ terms do, to $-3$. The element is
\begin{equation}
-t\left[i\,\frac a2\,3i\,Q^*-\frac12\,\frac{a^2}{4}(-3)Q^2\right]
=vQ^*-\frac{va}{4}Q^2,\qquad v=\frac{3ta}{2}.
\end{equation}

At $q=0$ the velocity is that of the cone, so the dichroism there remains complete. Away from it, $(\partial_x-i\partial_y)Q^2=4Q$ gives the forbidden helicity an amplitude $-vaQ$, of first order in $q$, whereas the cone's own is of second order. With $|P_+|\simeq2v$,
\begin{equation}
1-\eta\simeq\frac{2v^2a^2q^2}{4v^2}=\frac{a^2q^2}{2}.
\end{equation}
Since $q^2\simeq2\Delta^2u/v^2$ near the edge, this loss is $(a\Delta/v)^2u$, linear in $u$, and sufficiently close to the edge it exceeds the cone's $u^2/2$.

For $a=3$ bohr and $q=0.01$ bohr$^{-1}$ the direction-averaged loss on the lattice is $4.55\times10^{-4}$. The estimate is $4.50\times10^{-4}$, and the ideal cone would give $6.0\times10^{-6}$. At $1.1E_{\rm gap}$, where $u=0.1$, the linear term with $a\Delta/v=0.36$ is 0.013, against a loss of 0.0045 for the ideal cone. The shares quoted above therefore belong to the ideal cone. On this lattice, summing over the contour of fixed transition energy with the density of states as weight, the loss at $1.1E_{\rm gap}$ is 0.020, and the disfavoured valley receives 1.0\%, 9.8\% and about 29\% of the carriers at $1.1$, $1.5$ and $2E_{\rm gap}$, against 0.2\%, 3.8\% and 10\% on the cone. The two valleys merge at a saddle point with transition energy $2\sqrt{\Delta^2+t^2}=2.1E_{\rm gap}$, so at $2E_{\rm gap}$ this lattice is far from a cone. At fixed $q=0.208$ bohr$^{-1}$, halving $a$ from 0.10 to 0.05 bohr lowers the largest error of Eq.~\eqref{eta} among twelve sampled directions from 0.0096 to 0.0048, consistent with an approach to the cone law as $a\to0$ at fixed $q$. Letting $q\to0$ at fixed $a$ is different: $\eta$ tends to 1 as on the cone, but the loss $1-\eta$ is of order $q^2$ instead of $q^4$ and does not approach the cone's. For a real crystal the shares must therefore be computed from its own bands and matrix elements; Eq.~\eqref{eta} is the limit of small $aq$.

\section*{Table of computed values}
\begin{verbatim}
cone speed v = 0.25 a.u.
gap = 0.060 hartree = 1.633 eV
half gap Delta = 0.030 hartree
band-edge mass = 0.480 electron masses
edge moment, tau=+1: -1.0417 a.u. = -2.083 Bohr magnetons
edge moment, tau=-1: +1.0417 a.u. = +2.083 Bohr magnetons
valley tau=+1; strengths in units of v^2, moment in a.u.
omega/gap  x=gap/omega  |P+|^2   |P-|^2   eta      moment
   1.00     1.0000     4.0000   0.0000   1.0000   -1.0417
   1.10     0.9091     3.6446   0.0083   0.9955   -0.8609
   1.25     0.8000     3.2400   0.0400   0.9756   -0.6667
   1.50     0.6667     2.7778   0.1111   0.9231   -0.4630
   2.00     0.5000     2.2500   0.2500   0.8000   -0.2604
   3.00     0.3333     1.7778   0.4444   0.6000   -0.1157
   5.00     0.2000     1.4400   0.6400   0.3846   -0.0417
(1-eta)/(u^2/2) at u = omega/gap-1 = 0.01: 0.9900
eta*omega/(2 gap) at omega = 100 gap: 0.99990
driven run: omega = 0.090 hartree, q = 0.1342 1/bohr
driven run: 40 periods, field A0 = 1.432e-04 a.u.
excited population, tau=+1, s=+1: 6.928e-03
excited population, tau=+1, s=-1: 2.777e-04
excited population, tau=-1, s=+1: 2.777e-04
excited population, tau=-1, s=-1: 6.928e-03
joint density at 1.5 gap: 0.05730 per hartree bohr^2
absorbance, tau=+1, one spin, s=+1: 1.5921 %
absorbance, tau=+1, one spin, s=-1: 0.0637 %
magnetic field = 10.0 T = 4.2544e-05 a.u.
lowest conduction level, tau=+1: 0.03008850 hartree
lowest conduction level, tau=-1: 0.03000000 hartree
valley splitting, Landau levels: 2.4083 meV
valley splitting, moments: 2.4118 meV
lattice bond = 3.0 bohr, hopping = 0.05556 hartree
lattice eta at valley points: +1.000000, -1.000000
at q = 0.01 1/bohr, mean 1-eta on lattice: 4.552e-04
same, warping estimate a^2 q^2/2: 4.500e-04
same, ideal cone: 5.987e-06
largest cone-law error at q = 0.2078 1/bohr:
  bond 0.10 bohr: 0.00962; bond 0.05 bohr: 0.00479
\end{verbatim}
